# Hubbard forces with Löwdin projectors: differentiating the inverse square-root overlap, part 2

A Hubbard correction counts electrons in Löwdin-orthogonalized atomic orbitals, so moving one atom changes the projectors of the others. The force, minus the derivative of the energy along a coordinate, must include this change.

The atomic orbitals $\phi_i$ move rigidly with their atoms. Their overlap matrix $O$ has eigenvalues $\lambda_a=r_a^2$ and eigenvectors $Q$. The projectors are $|\tilde\phi_m\rangle=\sum_i|\phi_i\rangle X_{im}$, with $X=O^{-1/2}$. A bar marks a matrix in the eigenbasis of $O$, and $d$ a first-order change under displacement.

In a basis $\chi$ with overlap $S$, the density operator $\hat\rho^\sigma$ of spin $\sigma$ has the matrix $D^\sigma$. Further, $B=\langle\chi|\phi\rangle$, $M^\sigma=B^\dagger D^\sigma B$ and $N^\sigma=XM^\sigma X$. The site blocks $n^{I\sigma}$ of $N^\sigma$ form $n^\sigma$. With constant $U$,

$$
E_U=\frac U2\sum_{I\sigma}\mathrm{Tr}\left[n^{I\sigma}(1-n^{I\sigma})\right],\qquad V^\sigma=\frac U2(1-2n^\sigma).
$$

Parts (a) and (b) gave, at fixed $D^\sigma$,

$$
dE_U=\mathrm{Tr}(G\,dX)+2\,\mathrm{Re}\sum_\sigma\mathrm{Tr}(V^\sigma X\,dB^\dagger D^\sigma BX),
$$

$$
G=\sum_\sigma(M^\sigma XV^\sigma+V^\sigma XM^\sigma),
$$

$$
\overline{dX}_{ab}=-K_{ab}\overline{dO}_{ab},\qquad K_{ab}=\frac1{r_ar_b(r_a+r_b)}.
$$

The first term of $dE_U$ is the orthogonalizer part. In the second, $\langle\chi|d\phi\rangle$ gives projector motion and $\langle d\chi|\phi\rangle$ basis following.

Part (e) gave, for a self-consistent state with coefficients $C_v$, eigenvalues $\varepsilon_v$ and fixed occupations $f_v$,

$$
dE=dE|_C-\mathrm{Tr}(W\,dS),\qquad W=\sum_vf_v\varepsilon_vC_vC_v^\dagger,
$$

where $|_C$ means fixed coefficients.

The commuting shortcut of part (d), $dX\approx-\tfrac14(O^{-3/2}dO+dO\,O^{-3/2})$, replaces $K_{ab}$ by $K^{\rm c}_{ab}=\tfrac14(r_a^{-3}+r_b^{-3})$. It is exact only if $O\,dO=dO\,O$, as for two equal $s$ orbitals (tested at overlap 0.3). For a general $5\times5$ test matrix with smallest eigenvalue 0.4 and $\|dO\|_F=1$, its largest element error was 0.087.

The final listing also quotes two checks from part (c). One is the amplification bound $\|dX\|_F\le\|dO\|_F/(2\lambda_{\min}^{3/2})$ at $\lambda_{\min}=0.4$. The other compares, for nearly equal eigenvalues, $K_{ab}$ evaluated with the sum $r_a+r_b$ and as a quotient of differences.

### (f) How many Sylvester equations are needed?

*Rearrange $\mathrm{Tr}(G\,dX)$ so that one solution serves all atomic coordinates.*

**Solution.** In the eigenbasis, with $K_{ab}=K_{ba}$,

$$
\mathrm{Tr}(G\,dX)=-\sum_{ab}\bar G_{ba}K_{ab}\overline{dO}_{ab}=-\mathrm{Tr}(Z\,dO),\qquad \bar Z_{ab}=K_{ab}\bar G_{ab}.
$$

Multiplying the definition of $Z$ by $r_a+r_b$ gives $(r_a+r_b)\bar Z_{ab}=\bar G_{ab}/(r_ar_b)$, which is the Sylvester equation

$$
O^{1/2}Z+ZO^{1/2}=XGX .
$$

It contains no displacement. It is solved once, and $Z$ is then contracted with $dO$ for each coordinate. The orthogonalizer part of the force is $+\mathrm{Tr}(Z\,\partial O/\partial R)$.

If all atoms move together, $O$ does not change. The orthogonalizer forces therefore sum to zero over the atoms for each direction.

This form was tested in a fixed twelve-dimensional basis with complex orbitals, not normalized because the formula does not require it, three sites of two orbitals each, four occupied states and $U=1$. The formula and a central difference of $E_U$ both gave the slope 0.0259189.

### (g) What are the contributions in a real molecule?

*Evaluate the force on the end atom of a linear H4 chain with spacings 1.6, 1.8 and 1.7 Å.*

**Solution.** The level of theory is unrestricted PBE+U in the 6-31G basis, with a chosen $U=4$ eV on one 1s orbital per atom. That orbital is the one-electron ground state of a free atom in the same basis, at $-13.558$ eV. The spins alternate along the chain. With all occupations near one half, $V$ would nearly vanish and the example would show little.

The end atom sits at $z=0$ and the others at larger $z$. The neighbour overlaps are 0.332, 0.259 and 0.294, and the eigenvalues of $O$ are 0.545, 0.778, 1.193 and 1.484. Moving the end atom toward the chain raises its overlap with its neighbour by $0.390$ per Å.

The first pair alone allows a check by hand. With $s=0.3316$ and $s'=0.3903\ \text{Å}^{-1}$, the eigenvalues are $1\pm s$, and

$$
X_{00}=\tfrac12\left[(1-s)^{-1/2}+(1+s)^{-1/2}\right]=\tfrac12(1.223+0.867)=1.045,
$$

$$
\frac{dX_{00}}{dz}=\frac{s'}4\left[(1-s)^{-3/2}-(1+s)^{-3/2}\right]=\frac{0.3903}4(1.830-0.651)=0.115\ \text{Å}^{-1},
$$

$$
\frac{dX_{01}}{dz}=-\frac{s'}4\left[(1-s)^{-3/2}+(1+s)^{-3/2}\right]=-0.242\ \text{Å}^{-1}.
$$

The full chain gives 1.047, $0.119\ \text{Å}^{-1}$ and $-0.251\ \text{Å}^{-1}$. The rest of the chain changes $X_{00}$ by about 0.2% and the two derivatives by 3 to 4%.

The occupations are

- spin up: 0.932, 0.105, 0.917, 0.046;
- spin down: 0.063, 0.901, 0.087, 0.949.

The sum of $n(1-n)$ over these eight numbers is 0.552, so $E_U=\frac{4}{2}\times0.552=1.10$ eV.

The force on the end atom, positive toward the chain, has these parts in eV/Å:

- base functional, including the $W$ term: $1.300$;
- projector motion at frozen $X$: $-0.423$;
- orthogonalizer: $+0.413$;
- basis following: $-0.439$.

Their sum, taken before rounding, is $0.852$ eV/Å, or $0.01657$ hartree/bohr. The first part is not the force of a PBE calculation without $U$, because its density and eigenvalues come from the PBE+U state.

A central difference of self-consistent total energies, with steps of 0.01 bohr, gave 0.85189 eV/Å against 0.85184 from the formula. The required agreement was $2\times10^{-5}$ hartree/bohr, about 0.001 eV/Å. Omitting $dX$ leaves 0.439 eV/Å, which is 49% below the full force.

The orthogonalizer forces on the four atoms are 0.413, $-0.152$, 0.098 and $-0.359$ eV/Å. They sum to zero within rounding, as part (f) requires.

### (h) Why do two parts nearly cancel, and does the shortcut matter here?

*Explain the opposite signs of projector motion and orthogonalizer. The commuting shortcut of part (d) gives a total of 0.8519 eV/Å; find a reason for its small error.*

**Solution.** Consider one orbital per site, occupations $f_v=1$, and orbitals fixed in space. For each spin $\hat\rho$ is then a projection operator, so $\|\hat\rho\tilde\phi_m\|^2=\langle\tilde\phi_m|\hat\rho|\tilde\phi_m\rangle=n_m$. Split $\hat\rho\tilde\phi_m$ into a part along $\tilde\phi_m$ and a part along a unit vector $\eta_m$ orthogonal to it:

$$
\hat\rho\,\tilde\phi_m=n_m\tilde\phi_m+\sqrt{n_m(1-n_m)}\,\eta_m .
$$

The second coefficient follows from $n_m-n_m^2$, the squared norm left over. The projector stays normalized, so $\mathrm{Re}\langle d\tilde\phi_m|\tilde\phi_m\rangle=0$, and

$$
dn_m=2\,\mathrm{Re}\langle d\tilde\phi_m|\hat\rho|\tilde\phi_m\rangle=2\sqrt{n_m(1-n_m)}\;\mathrm{Re}\langle d\tilde\phi_m|\eta_m\rangle .
$$

For occupations of zero or one the change vanishes. With $X$ frozen this protection is lost: the squared norm of $\tilde\phi_m$ changes by $(X\,dO\,X)_{mm}$, which produces a spurious change $n_m(X\,dO\,X)_{mm}$ of the occupation. The orthogonalizer takes it away again.

The size can be estimated. Since $M=O^{1/2}NO^{1/2}$, one has $MX=O^{1/2}N$. Suppose that $\sum_\sigma N^\sigma V^\sigma\approx w\,1$, the same number on every site and nothing between sites. Then $G\approx2wO^{1/2}$. This $G$ is diagonal in the eigenbasis of $O$, where $K_{aa}=1/(2r_a^3)$, so

$$
-\mathrm{Tr}(G\,dX)\approx2w\sum_a r_a\frac{\overline{dO}_{aa}}{2r_a^3}=w\,\mathrm{Tr}(O^{-1}dO)=w\,d\ln\det O .
$$

On site $m$ the diagonal element is $\frac U2\sum_\sigma n_m(1-2n_m)$. The occupations give sums of $-0.751$, $-0.640$, $-0.693$ and $-0.812$ for the four sites. The mean over the first pair is $-0.695$, so $w\approx2\ \text{eV}\times(-0.695)=-1.39$ eV. For the pair $\det O=1-s^2$, and

$$
\frac{d\ln\det O}{dz}=-\frac{2ss'}{1-s^2}=-\frac{2(0.3316)(0.3903)}{0.890}=-0.291\ \text{Å}^{-1}.
$$

The estimated orthogonalizer force is $+0.40$ eV/Å, against the computed 0.413. In the same estimate the spurious norm change at frozen $X$ contributes the opposite amount, $-0.40$ eV/Å, against the computed $-0.423$ for projector motion. The estimate gives the sign and the rough size only. With the determinant of the whole chain and the mean over all four sites, the orthogonalizer force becomes 0.44 eV/Å on the end atom, and on the third atom 0.05 against the computed 0.098.

The sum of the two computed parts is $-0.009$ eV/Å, the Hubbard force at orbitals fixed in space. The factor $\sqrt{n(1-n)}$ lies between 0.21 and 0.31 here, so the argument explains a reduction but not a remainder this small. The further cancellation comes from the two spins. When the end atom moves toward the chain, both of its spin occupations rise by about 0.10 per Å, and both of its neighbour's fall by about as much. On each site $V$ has nearly opposite values for the two spins, so their contributions to the energy nearly cancel. This is a result for this chain and not a general rule.

The same estimate suggests why the shortcut does well. Its kernel is wrong for unequal eigenvalues: for the smallest and largest it is 0.760 instead of 0.568. These errors multiply off-diagonal elements of $\bar G$, and a $G$ proportional to $O^{1/2}$ has none. The sums above vary by about a tenth around their mean, so the diagonal part of the condition is met roughly. Between neighbouring sites the two spins nearly cancel in $\sum_\sigma N^\sigma V^\sigma$ and leave at most 0.015 eV, but between second neighbours up to 0.16 eV remains. The condition is thus met only approximately, and the end atom is a favourable case: on the other three atoms the shortcut changes the force by 0.001 to 0.004 eV/Å.

On the end atom the shortcut's error in the total force is about $10^{-4}$ eV/Å, below the 0.001 eV/Å tolerance of the energy-difference test. The total-energy test on the end atom therefore cannot distinguish the two formulas; the matrix comparison in part (d) does. Sites with unequal occupations or different elements need not satisfy the condition on $G$.

### (i) How good is the force as physics?

*Compare the computed force with better or different levels at the same geometry, and size the neglected effects.*

**Solution.** The forces on the end atom, with the geometry held fixed, are

- PBE+U, 6-31G: 0.85 eV/Å;
- unrestricted PBE without $U$, 6-31G: 2.95 eV/Å;
- full configuration interaction, 6-31G: 2.65 eV/Å.

Full configuration interaction treats electron correlation completely within this basis, but the basis is small: in cc-pVDZ the same method gives 2.92 eV/Å. Within 6-31G, PBE is 11% too large and PBE+U with $U=4$ eV is 68% too small. Unrestricted PBE gives 2.97 eV/Å in cc-pVDZ, only 2% above the reference there. This is a spin-broken state with $\langle S^2\rangle\approx0.4$; restricted PBE gives about 3.4 eV/Å in that basis. The 11% therefore comes mostly from the small basis and is not a measure of the error of unrestricted PBE, whereas the failure of PBE+U is far larger than any such basis effect. The derivative of the PBE+U energy is right, and the energy itself is a poor model of this chain. A correct derivative does not validate the chosen $U$.

The state is also no spin singlet: its Kohn–Sham determinant has $\langle S^2\rangle=1.46$, where a singlet has zero. The site moments are between 0.80 and 0.90 in magnitude, against 0.32 to 0.56 without $U$.

The other effects on the PBE+U force are smaller. The cc-pVDZ basis, with projectors recomputed in it, gives 0.89 eV/Å, a change of 0.04. A finer integration grid changes the force by 0.0003 eV/Å. If $U$ depended on the position of the end atom, the force would gain

$$
-\frac{dU}{dz}\,\frac{E_U}{U}=-0.1\ \frac{\text{eV}}{\text{Å}}\times\frac{1.10}{4}=-0.028\ \text{eV/Å}
$$

for an assumed slope of 0.1 eV/Å. This is 3% of the total.

**Relation to device materials.** Hubbard corrections are used for solids with localized $d$ or $f$ electrons, such as transition-metal oxides, with $U$ of roughly a few eV. The value 4 eV lies in that range, but its use on hydrogen 1s is a choice made for a small test. The spacings are 2.2 to 2.4 times the bond length of H2, so the chain is far from equilibrium. In an oxide, $U$ generally varies as bonds stretch, which breaks the assumption of constant $U$; the estimate above gives the size per assumed slope for this chain, not for an oxide. If a relaxation is to stop at 0.01 eV/Å, an omitted orthogonalizer force of 0.41 eV/Å would move the apparent equilibrium. The numerical output below lists most of the values to more digits.

## Calculated quantities

```
matrix dX, max error vs finite difference: 8.6e-09
matrix dX, max error vs Sylvester solver: 7.2e-16
amplification bound, attained: 1.9764 1.9764
shortcut error, equal pair / general: 6.1e-09 / 8.7e-02
near-degenerate relative error, summed / subtracted: 3.3e-16 / 3.4e-05
complex fixed-basis slope, formula / difference: 0.0259189 / 0.0259189
H4 spacings (Angstrom): 1.60 1.80 1.70
Hubbard U (eV): 4.00
free-atom 1s energy in basis (eV): -13.5576
overlaps O01 O12 O23: 0.3316 0.2593 0.2940
overlap eigenvalues: 0.5449 0.7779 1.1928 1.4844
X row of end atom: 1.0465 -0.1852 0.0287 -0.0055
dO01 dO02 dO03 for end atom (1/Angstrom): 0.3903 0.0365 0.0007
dX row of end atom (1/Angstrom): 0.1188 -0.2511 0.0310 -0.0060
occupations, spin up: 0.9320 0.1049 0.9171 0.0455
occupations, spin down: 0.0625 0.9011 0.0866 0.9493
site moments, PBE+U: 0.8695 -0.7962 0.8304 -0.9037
site moments, PBE: 0.4463 -0.3170 0.4267 -0.5562
Hubbard energy (eV): 1.1037
total energy PBE+U (eV): -54.7418
Forces along z on the end atom; positive is toward the chain
base-functional part (eV/Angstrom): 1.2997
projector-motion part (eV/Angstrom): -0.4227
orthogonalizer part (eV/Angstrom): 0.4133
fixed-orbital Hubbard force (eV/Angstrom): -0.0094
basis-following part (eV/Angstrom): -0.4385
total force, formula (eV/Angstrom): 0.85184
total force, energy difference (eV/Angstrom): 0.85189
total force, formula (Ha/bohr): 0.016566
total without dX (eV/Angstrom): 0.4386
total with commuting shortcut (eV/Angstrom): 0.8519
orthogonalizer forces, four atoms (eV/Angstrom): 0.4133 -0.1523 0.0978 -0.3588
their sum (eV/Angstrom): -8.9e-17
max E_U slope error, fixed orbitals / fixed coefficients (Ha/bohr): 3.1e-09 / 9.0e-10
PBE force without U (eV/Angstrom): 2.9489
full-CI force, same basis (eV/Angstrom): 2.6489
PBE+U force, finer quadrature (eV/Angstrom): 0.8521
PBE+U force, cc-pVDZ (eV/Angstrom): 0.8922
PBE+U <S^2> (singlet: 0): 1.4638
assumed slope of U (eV/Angstrom): 0.10
force from that slope (eV/Angstrom): -0.0276
```
